# The least total variance of a spin and the states attaining it, part 2

The problem is to find the least total variance of a spin and every state that attains it. The Hermitian operators $J_x,J_y,J_z$ act irreducibly on a space of dimension $2j+1$, with $[J_x,J_y]=iJ_z$ and cyclic permutations. Angular momenta are in units of $\hbar$, variances in units of $\hbar^2$. A state is a density operator $\rho$, with $\langle A\rangle=\mathrm{Tr}(\rho A)$, $\mathrm{Var}\,A=\langle A^2\rangle-\langle A\rangle^2$, mean spin $\mathbf m=\mathrm{Tr}(\rho\mathbf J)$ and $V=\mathrm{Var}\,J_x+\mathrm{Var}\,J_y+\mathrm{Var}\,J_z$.

Part (a): the vectors $|j,k\rangle$ are the normalized eigenvectors of $J_z$, with nondegenerate eigenvalues $k=-j,\dots,j$. With $J_\pm=J_x\pm iJ_y$,

$$J^2=j(j+1)\,1 ,$$

$$J_+|j,k\rangle=\sqrt{j(j+1)-k(k+1)}\;|j,k+1\rangle .$$

Part (b):

$$V=j(j+1)-|\mathbf m|^2 .$$

Part (c): for a unit vector $\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta)$, the component $\mathbf n\cdot\mathbf J$ has the same nondegenerate eigenvalues as $J_z$. Its top eigenvector $|\mathbf n\rangle$ is the rotated highest-weight state, with projector $P=|\mathbf n\rangle\langle\mathbf n|$.

Part (d): $|\mathbf m|\le j$, and therefore $V\ge j$, for every state. If $\mathbf n$ lies along $\mathbf m$, and $p_k$ is the probability of the value $k$ of $\mathbf n\cdot\mathbf J$, then $|\mathbf m|=\sum_kk\,p_k$.

Part (e): $\mathbf e_1,\mathbf e_2,\mathbf n$ are right-handed orthogonal unit vectors, $J_1,J_2,J_3$ are the spin components along them, and $K=J_1+iJ_2$.

Part (f): every state with $V=j$ is a pure rotated highest-weight state, $\rho=P$. The argument sets $Q=1-P$ and shows that $\mathrm{Tr}(\rho\,Q)=0$ implies $\rho\,Q=0$, and hence $\rho=P\rho P$.

### (g) The fluctuations in these states

Calculate $\mathrm{Var}(\mathbf a\cdot\mathbf J)$ in the state $|\mathbf n\rangle$ for any unit vector $\mathbf a$, and check that all these states give equality.

**Solution.** Use the right-handed axes $\mathbf e_1,\mathbf e_2,\mathbf n$ of part (e), and let $K=J_1+iJ_2$. The components $J_1,J_2,J_3$ obey the same commutation relations as $J_x,J_y,J_z$, so $K$ raises the eigenvalue of $J_3$ by one and $K^\dagger$ lowers it by one. Hence $K|\mathbf n\rangle=0$. From $J_1=(K+K^\dagger)/2$ and $J_2=(K-K^\dagger)/(2i)$,

$$J_1|\mathbf n\rangle=\tfrac12K^\dagger|\mathbf n\rangle,\qquad J_2|\mathbf n\rangle=\tfrac i2K^\dagger|\mathbf n\rangle,\qquad J_3|\mathbf n\rangle=j|\mathbf n\rangle ,$$

where $-1/(2i)=i/2$ was used. The vector $K^\dagger|\mathbf n\rangle$ is orthogonal to $|\mathbf n\rangle$, because it is zero or belongs to another eigenvalue of $J_3$. The means of $J_1$ and $J_2$ are thus zero.

Let $a_1,a_2,a_3$ be the components of $\mathbf a$ along the three axes, with $a_3=\mathbf a\cdot\mathbf n$. The mean of $\mathbf a\cdot\mathbf J$ is $ja_3$, and

$$(\mathbf a\cdot\mathbf J-ja_3)|\mathbf n\rangle=\tfrac12(a_1+ia_2)K^\dagger|\mathbf n\rangle .$$

The variance is the squared length of this vector. The squared length of $K^\dagger|\mathbf n\rangle$ is the mean of $KK^\dagger=J^2-J_3^2+J_3$, which is $j(j+1)-j^2+j=2j$. Therefore

$$\mathrm{Var}(\mathbf a\cdot\mathbf J)=\tfrac14(a_1^2+a_2^2)\,2j=\frac j2\left[1-(\mathbf a\cdot\mathbf n)^2\right].$$

The component along the mean spin is sharp, and each transverse component has the variance $j/2$. Summing over $\mathbf a=\hat x,\hat y,\hat z$ gives

$$V=\frac j2\left(3-n_x^2-n_y^2-n_z^2\right)=j .$$

With part (f), equality holds if and only if $\rho=|\mathbf n\rangle\langle\mathbf n|$ for some $\mathbf n$.

For $j=1/2$ this includes every pure state. Any normalized spin-1/2 vector can be written, up to a phase, as $\cos(\theta/2)|\tfrac12,\tfrac12\rangle+e^{i\phi}\sin(\theta/2)|\tfrac12,-\tfrac12\rangle$. Its mean spin has the $z$ component $\tfrac12\cos\theta$ and the transverse length $\cos(\theta/2)\sin(\theta/2)=\tfrac12\sin\theta$. Hence $|\mathbf m|=1/2$ and $V=1/2$. For $j\ge1$ there are pure states above the bound, for example $|j,j-1\rangle$, whose mean spin has the length $|j-1|<j$.

### (h) More than one multiplet

Suppose that the same multiplet occurs several times, so that the spin operators are $\mathbf J\otimes1$. Which statements survive? What can be said if different values of $j$ occur?

**Solution.** The second factor carries a label on which the spin operators do not act. All means of spin operators follow from the reduced state $\rho_s$, obtained by tracing over this label. Since $\rho_s$ is a state of one multiplet, $V\ge j$ still holds, and equality requires $\rho_s=P$.

The full state is then $\rho=P\otimes\sigma$. Indeed, $\mathrm{Tr}[\rho(Q\otimes1)]=\mathrm{Tr}(\rho_sQ)=0$, and the argument of part (f) gives $\rho=(P\otimes1)\rho(P\otimes1)$, which has this form. Here $\sigma$ may be any state of the label, including a mixed one. The bound survives, but the purity of the minimizing state does not. In the numerical output, a doubled spin-2 multiplet reaches $V=2$ with the purity $\mathrm{Tr}\,\rho^2=0.5$.

If different $j$ occur, let $q_j$ be the probability of the value $j$, and let a bar denote the average with these probabilities. The spin operators do not connect different $j$, so the mean spin is the sum of the contributions of the separate values. Each has a length of at most $q_jj$, by part (d) applied to the normalized state within that value. Hence $|\mathbf m|\le\bar j$, and

$$V\ge\overline{j(j+1)}-\bar j^{\,2}=\bar j+\left(\overline{j^2}-\bar j^{\,2}\right)\ge\bar j .$$

The average $\bar j$ takes the place of $j$, and an uncertain spin length raises the bound further.

### (i) States close to the bound

Let $j>0$, and let $F=\langle\mathbf n|\rho|\mathbf n\rangle$ with $\mathbf n$ along $\mathbf m$. Find an upper limit on $1-F$ in terms of $V$. For which states is it sharp?

**Solution.** By definition $F=p_j$. For every $k<j$ the difference $j-k$ is at least one, so

$$j-|\mathbf m|=\sum_{k<j}(j-k)p_k\ge\sum_{k<j}p_k=1-F .$$

On the other hand, $V-j=j^2-|\mathbf m|^2=(j-|\mathbf m|)(j+|\mathbf m|)$. Combining the two,

$$1-F\le\frac{V-j}{j+|\mathbf m|}\le\frac{V-j}{j} .$$

A small excess over the bound thus guarantees a large overlap with a rotated highest-weight state. The first inequality is an equality when only $k=j$ and $k=j-1$ occur. If $\mathbf m=0$, any axis may be chosen, and the first limit equals $j$. For $j\ge1$ it then says nothing, since $1-F$ never exceeds one.

Pure states close to the bound do better. Let $c_k$ be the amplitudes of such a state along $\mathbf n$. The mean spin has no transverse part, so $\langle K\rangle=0$. With the matrix elements of part (a) this reads

$$\sqrt{2j}\;c_j^*c_{j-1}=-\sum_{k<j-1}\sqrt{j(j+1)-k(k+1)}\;c_{k+1}^*c_k .$$

Let $j\ge1$ be fixed (for $j=1/2$ every pure state has $F=1$); the orders below carry coefficients that grow with $j$. If $1-F=\epsilon^2$ is small, all amplitudes except $c_j$ are at most $\epsilon$ in size. The right side is then of order $\epsilon^2$, and so is $c_{j-1}$. Its probability is of order $\epsilon^4$. To leading order the missing probability lies at least two steps below the top, and $1-F$ is at most half of $j-|\mathbf m|$. This factor holds only near the bound; pure states with a large $1-F$ can exceed it. The first step down is absent because, to first order, it merely tilts the spin, and the axis $\mathbf n$ has already followed the tilt.

### (j) What mixing adds

Let $\rho=\sum_iw_i\rho_i$ with positive weights that add to one, and let $\mathbf m_i$ be the mean spin of $\rho_i$. Compare $V(\rho)$ with the average of the $V(\rho_i)$.

**Solution.** The mean spin is linear in the state, so $\mathbf m=\sum_iw_i\mathbf m_i$. By part (b),

$$V(\rho)-\sum_iw_iV(\rho_i)=\sum_iw_i|\mathbf m_i|^2-|\mathbf m|^2 .$$

Expanding a square shows what the right side is:

$$\sum_iw_i|\mathbf m_i-\mathbf m|^2=\sum_iw_i|\mathbf m_i|^2-2\mathbf m\cdot\mathbf m+|\mathbf m|^2=\sum_iw_i|\mathbf m_i|^2-|\mathbf m|^2 .$$

Therefore

$$V(\rho)=\sum_iw_iV(\rho_i)+\sum_iw_i|\mathbf m_i-\mathbf m|^2 .$$

The total variance is the average variance within the parts plus the spread of their mean spins. Mixing cannot lower it below the average. For two parts with weights $w$ and $1-w$, the differences from the mean are $(1-w)(\mathbf m_1-\mathbf m_2)$ and $-w(\mathbf m_1-\mathbf m_2)$. The spread is then $w(1-w)|\mathbf m_1-\mathbf m_2|^2$.

### (k) A spin with $j=2$

Here $J^2=6$ and the bound is $V\ge2\,\hbar^2$. Calculate the variances for the states below and compare them with the bound.

**Solution.** *A tilted highest-weight state*, with $\theta=60^\circ$ and $\phi=45^\circ$. The squared components of $\mathbf n$ are $3/8$, $3/8$ and $1/4$. By part (g), with $j/2=1$, the variances are $0.625$, $0.625$ and $0.75$. They depend on the direction, but their sum is $2$.

*The states $|2,1\rangle$ and $|2,0\rangle$.* Both have a sharp $J_z$. The mean spin is $k$ along $z$, so $V=6-k^2$, which gives $5$ and $6$. One sharp component does not make the total small. For $|2,1\rangle$, $F=0$ and the limit on $1-F$ is $(5-2)/(2+1)=1$, so the limit of part (i) is reached.

*The superposition $\sqrt{0.9}\,|2,2\rangle+\sqrt{0.1}\,|2,1\rangle$.* The mean of $J_z$ is $0.9\cdot2+0.1\cdot1=1.9$. The matrix element of $J_+$ from $|2,1\rangle$ to $|2,2\rangle$ is $\sqrt{6-2}=2$, so $\langle J_+\rangle=2\sqrt{0.9\cdot0.1}=0.6$. This is real, hence $\langle J_x\rangle=0.6$ and $\langle J_y\rangle=0$. Then

$$V=6-(1.9^2+0.6^2)=6-3.97=2.03 .$$

The state has the overlap $0.9$ with $|2,2\rangle$, but $F=0.9964$ with the highest-weight state along its own mean spin. Most of the admixture is thus a tilt. The limit on $1-F$ is $0.0075$ and the actual value is $0.0036$. Their ratio is the average number of steps below the top at which the missing probability lies. It is about $2.1$, in accord with the argument for pure states in part (i).

*The superposition $(|2,2\rangle+|2,-2\rangle)/\sqrt2$.* The means of $J_z$ cancel, and $J_\pm$ cannot connect values of $k$ that differ by four. So $\mathbf m=0$ and $V=6$, although each of the two parts alone has $V=2$. The variance of $J_z$ is $4$, and the other two are $1$ each.

*A mixture of highest-weight states*, with weight $0.75$ along $z$ and $0.25$ along $x$. The two mean spins have length $2$ and are perpendicular, so $|\mathbf m_1-\mathbf m_2|^2=8$. Part (j) gives

$$V=2+0.75\cdot0.25\cdot8=3.5 .$$

The excess of $1.5$ is entirely the spread of the two directions.

*The maximally mixed state.* Here $\mathbf m=0$ and each variance is $6/3=2$, so $V=6$. The pure state $|2,0\rangle$ has the same total. For $j=2$, therefore, $V$ does not tell pure from mixed states at the upper end, whereas at the lower end it does. For $j=1/2$ it does so at both ends, because every pure state then has $V=1/2$, below the largest value $3/4$.

As a check that does not presuppose the form of the minimizing state, $V$ was minimized numerically over all spin-2 density matrices. From a random start with $V=5.53\,\hbar^2$, the search ended at $V=2.000\,\hbar^2$, with purity and $F$ both equal to $1.000$. This is the pure rotated highest-weight state required by part (f). The numerical output lists the values for all these states.

## Table of computed values

```
random states tested: 750
smallest V - j, pure spin-1/2 left out: 6.14e-04 hbar^2
example spin j = 2, j(j+1) = 6 hbar^2
tilt = 60.0 deg, azimuth = 45.0 deg
weight of the z state in the mixture = 0.75
state: tilted highest weight
  Var Jx, Jy, Jz = 0.625000, 0.625000, 0.750000 hbar^2
  V = 2.000000 hbar^2, |mean spin| = 2.000000 hbar
  F = 1.000000, 1-F = 0.000000, upper limit on 1-F = 0.000000
state: |2,1>
  Var Jx, Jy, Jz = 2.500000, 2.500000, 0.000000 hbar^2
  V = 5.000000 hbar^2, |mean spin| = 1.000000 hbar
  F = 0.000000, 1-F = 1.000000, upper limit on 1-F = 1.000000
state: |2,0>
  Var Jx, Jy, Jz = 3.000000, 3.000000, 0.000000 hbar^2
  V = 6.000000 hbar^2, |mean spin| = 0.000000 hbar
  F = 0.000000, 1-F = 1.000000, upper limit on 1-F = 2.000000
state: sqrt(0.9)|2,2> + sqrt(0.1)|2,1>
  Var Jx, Jy, Jz = 0.790000, 1.150000, 0.090000 hbar^2
  V = 2.030000 hbar^2, |mean spin| = 1.992486 hbar
  F = 0.996353, 1-F = 0.003647, upper limit on 1-F = 0.007514
state: (|2,2> + |2,-2>)/sqrt(2)
  Var Jx, Jy, Jz = 1.000000, 1.000000, 4.000000 hbar^2
  V = 6.000000 hbar^2, |mean spin| = 0.000000 hbar
  F = 0.500000, 1-F = 0.500000, upper limit on 1-F = 2.000000
state: mixture of z and x highest weights
  Var Jx, Jy, Jz = 1.500000, 1.000000, 1.000000 hbar^2
  V = 3.500000 hbar^2, |mean spin| = 1.581139 hbar
  F = 0.722834, 1-F = 0.277166, upper limit on 1-F = 0.418861
state: maximally mixed
  Var Jx, Jy, Jz = 2.000000, 2.000000, 2.000000 hbar^2
  V = 6.000000 hbar^2, |mean spin| = 0.000000 hbar
  F = 0.200000, 1-F = 0.800000, upper limit on 1-F = 2.000000
minimization over all spin-2 density matrices:
  V at start = 5.529081 hbar^2, at end = 2.000000 hbar^2
  purity at end = 1.000000, F at end = 1.000000
doubled multiplet: V = 2.000000 hbar^2, purity = 0.500000
```
